# Hydrogenic ZORA Levels and the Exactness of Scaled ZORA Energies: a numerical check

```python
"""
Result under test, for one electron in V(r) = -Z/r (hartree atomic units):
  ZORA level   eps = 2 c^2 E / (2 c^2 + E),   E = Dirac energy without rest energy
  scaled ZORA  eps / (1 + N) = E,   N = <sigma.p c^2/(2c^2-V)^2 sigma.p>
Symbols: f(w) is a level of V + sigma.p c^2/(2c^2+w-V) sigma.p, so that
f(0) = eps (ZORA) and the Dirac energy solves E = f(E).
kappa is the relativistic angular quantum number, P(r) = r * (upper radial
function), and sigma.p acts on it as P' + kappa P / r, up to a phase.
Levels come from diagonalization in a Laguerre basis with numerical quadrature.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

c = 1.0 / constants.fine_structure
hartree_in_ev = constants.physical_constants["Hartree energy in eV"][0]
two_c2 = 2.0 * c**2
N_BASIS = 24
LOG_STEP = 0.01
x_grid = np.exp(np.arange(-45.0, 6.0, LOG_STEP))


def laguerre_basis(x, gam, kappa):
    """Orthonormal functions of x and their images under d/dx + kappa/x."""
    values, images = [], []
    for n in range(N_BASIS):
        log_norm = 0.5 * (gammaln(n + 1) - gammaln(n + 2 * gam + 1))
        envelope = x**gam * np.exp(-0.5 * x + log_norm)
        poly = eval_genlaguerre(n, 2 * gam, x)
        slope = -eval_genlaguerre(n - 1, 2 * gam + 1, x) if n > 0 else 0.0 * x
        values.append(envelope * poly)
        images.append(envelope * (((gam + kappa) / x - 0.5) * poly + slope))
    return np.array(values), np.array(images)


class RadialProblem:
    def __init__(self, Z, n, kappa, mu=0.0, shift=0.0):
        self.kappa = kappa
        self.gam = np.sqrt(kappa**2 - (Z / c)**2)
        orbital_l = kappa if kappa > 0 else -kappa - 1
        self.index = n - orbital_l - 1
        stretch = 2.0 * Z / n                      # x = stretch * r
        self.r = x_grid / stretch
        self.weight = self.r * LOG_STEP            # dr on the logarithmic grid
        values, images = laguerre_basis(x_grid, self.gam, kappa)
        self.P = values * np.sqrt(stretch)
        self.D = images * stretch**1.5
        self.V = -Z * np.exp(-mu * self.r) / self.r + shift
        overlap = (self.P * self.weight) @ self.P.T
        assert np.allclose(overlap, np.eye(N_BASIS), atol=1e-9)

    def solve(self, w=0.0):
        kinetic = c**2 / (two_c2 + w - self.V)
        H = (self.D * (kinetic * self.weight)) @ self.D.T
        H += (self.P * (self.V * self.weight)) @ self.P.T
        energies, vectors = eigh(0.5 * (H + H.T))
        return energies[self.index], vectors[:, self.index]

    def f(self, w):
        return self.solve(w)[0]

    def norm_term(self, vector):
        image = vector @ self.D
        return np.sum(self.weight * c**2 / (two_c2 - self.V)**2 * image**2)

    def dirac_energy(self):
        E = 0.0
        for _ in range(40):
            E_new = self.f(E)
            change = abs(E_new - E)
            E = E_new
        assert change < 1e-8 * abs(E)
        return E

    def mean_radius(self, vector):
        return np.sum(self.weight * self.r * (vector @ self.P)**2)


def dirac_formula(Z, n, kappa):
    gam = np.sqrt(kappa**2 - (Z / c)**2)
    ratio = (Z / c) / (n - abs(kappa) + gam)
    return c**2 * (1.0 / np.sqrt(1.0 + ratio**2) - 1.0)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


states = [("1s1/2", 1, -1), ("2s1/2", 2, -1), ("2p1/2", 2, 1),
          ("2p3/2", 2, -2), ("3d3/2", 3, 2)]
results = {}
for Z in (20, 50, 80):
    for name, n, kappa in states:
        problem = RadialProblem(Z, n, kappa)
        E = dirac_formula(Z, n, kappa)
        eps, vector = problem.solve()
        N = problem.norm_term(vector)
        # Dirac energy from the eliminated equation against the closed formula
        assert close(problem.dirac_energy(), E, 1e-8)
        # ZORA eigenvalue from diagonalization against the claimed relation
        assert close(eps, two_c2 * E / (two_c2 + E), 1e-8)
        # norm term from quadrature, and the scaled energy
        assert close(N, -eps / two_c2, 1e-7)
        assert close(eps / (1.0 + N), E, 1e-8)
        # f(w) is a straight line for the Coulomb potential
        for w in (-0.5 * c**2, -0.1 * c**2, c**2):
            assert close(problem.f(w), eps * (1.0 + w / two_c2), 1e-8)
        # the Dirac upper component is the dilated ZORA orbital
        s = 1.0 + E / two_c2
        _, dirac_vector = problem.solve(E)
        moved, _ = laguerre_basis(s * x_grid, problem.gam, kappa)
        stretch = x_grid[0] / problem.r[0]
        dilated = np.sqrt(s * stretch) * (vector @ moved)
        upper = dirac_vector @ problem.P
        overlap = abs(np.sum(problem.weight * dilated * upper))
        assert abs(overlap - 1.0) < 1e-8
        r_zora = problem.mean_radius(vector)
        r_dirac = problem.mean_radius(dirac_vector)
        assert close(r_zora, s * r_dirac, 1e-7)
        plain_overlap = abs(vector @ dirac_vector)
        results[Z, name] = (E, eps, N, eps / (1 + N), s, r_zora, r_dirac,
                            plain_overlap)
assert results[80, "1s1/2"][7] < 0.9999    # undilated orbitals do differ

print(f"speed of light c = {c:.6f} a.u.;  2c^2 = {two_c2:.4f} hartree")
print("Z = 80, energies in hartree, N dimensionless")
print("level   E(Dirac)      eps(ZORA)     N          scaled ZORA")
for name, n, kappa in states:
    E, eps, N, scaled = results[80, name][:4]
    print(f"{name}  {E:12.5f}  {eps:12.5f}  {N:.7f}  {scaled:12.5f}")
E, eps, N, scaled, s, r_zora, r_dirac, plain_overlap = results[80, "1s1/2"]
print(f"1s ZORA from 2c^2E/(2c^2+E): {two_c2*E/(two_c2+E):.5f} hartree")
print(f"1s ZORA minus Dirac: {eps - E:.5f} hartree")
print(f"1s nonrelativistic energy -Z^2/2: {-80**2/2:.1f} hartree")
print(f"1s Dirac: {E*hartree_in_ev:.1f} eV; ZORA: {eps*hartree_in_ev:.1f} eV;"
      f" scaled: {scaled*hartree_in_ev:.1f} eV")
print(f"1s dilation factor s = 1+E/(2c^2): {s:.6f}")
print(f"1s mean radius, ZORA: {r_zora:.7f} bohr")
print(f"1s mean radius, Dirac upper component: {r_dirac:.7f} bohr")
print(f"1s overlap of ZORA and Dirac upper orbitals: {plain_overlap:.6f}")
split_dirac = results[80, "2p3/2"][0] - results[80, "2p1/2"][0]
split_zora = results[80, "2p3/2"][1] - results[80, "2p1/2"][1]
split_scaled = results[80, "2p3/2"][3] - results[80, "2p1/2"][3]
print(f"2p splitting, Dirac: {split_dirac:.5f} hartree")
print(f"2p splitting, ZORA: {split_zora:.5f} hartree")
print(f"2p splitting, scaled ZORA: {split_scaled:.5f} hartree")
for Z in (20, 50):
    E_z, eps_z, _, scaled_z = results[Z, "1s1/2"][:4]
    print(f"Z = {Z} 1s: Dirac {E_z:.5f}, ZORA {eps_z:.5f},"
          f" scaled {scaled_z:.5f} hartree")

# A constant added to the Coulomb potential
delta = 100.0
shifted = RadialProblem(80, 1, -1, shift=delta)
eps_shifted, vector = shifted.solve()
scaled_shifted = eps_shifted / (1.0 + shifted.norm_term(vector))
assert close(scaled_shifted - scaled, delta, 1e-6)
assert close(eps_shifted - eps, delta * (1.0 - eps / two_c2), 1e-6)
print(f"constant added to V: {delta:.1f} hartree")
print(f"  1s ZORA level moves by {eps_shifted - eps:.5f} hartree")
print(f"  1s scaled ZORA moves by {scaled_shifted - scaled:.5f} hartree")

# A screened potential, where the two equalities must fail
mu = 5.0
screened = RadialProblem(80, 1, -1, mu=mu)
E_scr = screened.dirac_energy()
eps_scr, vector = screened.solve()
N_scr = screened.norm_term(vector)
scaled_scr = eps_scr / (1.0 + N_scr)
relation_scr = two_c2 * E_scr / (two_c2 + E_scr)
h = 10.0
slope = (screened.f(h) - screened.f(-h)) / (2.0 * h)
assert abs(slope + N_scr) < 1e-6           # slope rule holds for any potential
assert abs(eps_scr - relation_scr) > 1.0   # Coulomb relation fails
assert abs(scaled_scr - E_scr) > 1e-3      # scaled ZORA is no longer exact
assert abs(scaled_scr - E_scr) < 0.1 * abs(eps_scr - E_scr)
print(f"screened potential, Z = 80, mu = {mu:.1f} per bohr, 1s, hartree:")
print(f"  Dirac {E_scr:.5f}")
print(f"  ZORA {eps_scr:.5f}")
print(f"  Coulomb relation would give {relation_scr:.5f}")
print(f"  scaled ZORA {scaled_scr:.5f}")
print(f"  scaled ZORA minus Dirac {scaled_scr - E_scr:.5f}")
print(f"  N = {N_scr:.7f}; slope f'(0) = {slope:.7f} (dimensionless)")
print("done: every assertion held")
```

Running it gives:

```
speed of light c = 137.035999 a.u.;  2c^2 = 37557.7301 hartree
Z = 80, energies in hartree, N dimensionless
level   E(Dirac)      eps(ZORA)     N          scaled ZORA
1s1/2   -3532.19209   -3898.86906  0.1038100   -3532.19209
2s1/2    -904.84778    -927.18571  0.0246869    -904.84778
2p1/2    -904.84778    -927.18571  0.0246869    -904.84778
2p3/2    -817.80750    -836.01137  0.0222594    -817.80750
3d3/2    -366.14271    -369.74730  0.0098448    -366.14271
1s ZORA from 2c^2E/(2c^2+E): -3898.86906 hartree
1s ZORA minus Dirac: -366.67696 hartree
1s nonrelativistic energy -Z^2/2: -3200.0 hartree
1s Dirac: -96115.8 eV; ZORA: -106093.6 eV; scaled: -96115.8 eV
1s dilation factor s = 1+E/(2c^2): 0.905953
1s mean radius, ZORA: 0.0148566 bohr
1s mean radius, Dirac upper component: 0.0163988 bohr
1s overlap of ZORA and Dirac upper orbitals: 0.996807
2p splitting, Dirac: 87.04029 hartree
2p splitting, ZORA: 91.17434 hartree
2p splitting, scaled ZORA: 87.04029 hartree
Z = 20 1s: Dirac -201.07652, ZORA -202.15884, scaled -201.07652 hartree
Z = 50 1s: Dirac -1294.62615, ZORA -1340.84549, scaled -1294.62615 hartree
constant added to V: 100.0 hartree
  1s ZORA level moves by 110.38100 hartree
  1s scaled ZORA moves by 100.00000 hartree
screened potential, Z = 80, mu = 5.0 per bohr, 1s, hartree:
  Dirac -3148.01827
  ZORA -3473.38100
  Coulomb relation would give -3436.01891
  scaled ZORA -3147.91163
  scaled ZORA minus Dirac 0.10664
  N = 0.1033922; slope f'(0) = -0.1033922 (dimensionless)
done: every assertion held
```
